# Hypophosphite efficiency of electroless nickel, reconciled with the collected hydrogen

**Question**

I am stuck on an exercise about an acid electroless nickel bath that uses hypophosphite as its reductant. The exercise supplies these data, with standard uncertainties:

- nickel in the deposit, found by dissolving and analysing it: $m=1.030\pm0.005$ g
- phosphorus mass fraction of the deposit: $w=0.080\pm0.002$
- hypophosphite before and after plating: $c_0=0.2800$ and $c_1=0.1775$ mol/L, each $\pm0.0010$
- bath volume at the start: $V_0=500.0$ mL; 6.4 mL of 5.0 mol/L sodium hydroxide was added during the run to hold the pH
- gas burette reading: $741\pm5$ mL, taken over water at $25.0\pm0.5$ °C and a total pressure of 101.3 kPa

I find 50.11 mmol of hypophosphite consumed and 17.55 mmol of nickel, so an efficiency of 35 %. Each hypophosphite gives two electrons, and each hydrogen molecule formed takes two, so the reductant that did not make nickel should have made $50.11-17.55=32.56$ mmol of hydrogen. The gas amounts to about 29.1 mmol. Where are the missing 3.5 mmol, and which efficiency should I report?

**Answer**

The phosphorus in the deposit accounts for the shortfall, because it also came from hypophosphite. Once it is counted, the prediction falls slightly below the collected gas, by an amount that the measurement errors can explain. The gas reading then reduces the uncertainty of your efficiency.

**Definitions**

Let $R$ be the hypophosphite consumed, $N$ the nickel deposited, $P$ the phosphorus deposited and $H$ the hydrogen gas (H₂) evolved, all in mmol. The efficiency you are using is

$$\eta=\frac{N}{R},$$

moles of nickel per mole of reductant consumed.

A deposit of mass $M$ contains $(1-w)M$ of nickel and $wM$ of phosphorus. Dividing each by its molar mass gives

$$\rho\equiv\frac PN=\frac{M_{\rm Ni}}{M_{\rm P}}\,\frac{w}{1-w}=\frac{58.693}{30.974}\times\frac{0.080}{0.920}=0.1648 .$$

With $N=1030/58.693=17.549$ mmol, this gives $P=\rho N=2.892$ mmol.

Your mass is nickel alone. Had you weighed the coupon, the gain would have been $1.030/0.920=1.1196$ g. Treating that as nickel would give $\eta=38.1$ % in place of 35.0 %.

For the reductant, the final volume includes the base: $V_1=506.4$ mL. I neglect any volume change caused by the reactions themselves; each millilitre of it would change $R$ by 0.18 mmol. Then

$$R=c_0V_0-c_1V_1=140.000-89.886=50.114\ \text{mmol}.$$

**The electron balance**

Assume that consumed hypophosphite ends either as phosphite or as phosphorus in the deposit, and that nickel, phosphorus and hydrogen are the only products of reduction. Counting hydrogen as $+1$ and oxygen as $-2$, phosphorus has oxidation number $+1$ in hypophosphite, $+3$ in phosphite and $0$ in the deposit. The balanced half-reactions are

$$\mathrm{H_2PO_2^-+H_2O\to H_2PO_3^-+2H^++2e^-},$$
$$\mathrm{Ni^{2+}+2e^-\to Ni},$$
$$\mathrm{H_2PO_2^-+2H^++e^-\to P+2H_2O},$$
$$\mathrm{2H^++2e^-\to H_2}.$$

Of the $R$ hypophosphite ions, $P$ end in the deposit and $R-P$ are oxidised. Electrons released must equal electrons taken up:

$$2(R-P)=2N+P+2H .$$

Divide by two and solve for $H$:

$$H=R-P-N-\tfrac12P=R-N-\tfrac32P .$$

The factor $3/2$ has two parts. A hypophosphite ion that ends as phosphorus fails to supply its two electrons, which costs one H₂. It also takes one electron from another ion, which costs half an H₂.

The half-reactions are bookkeeping. The surface may work through adsorbed hydrogen or other intermediates, but the same initial and final substances require the same balance. In the limit $N=P=0$ the formula gives $H=R$, which is the plain reaction of hypophosphite with water to phosphite and hydrogen.

For your data,

$$H_{\rm pred}=50.114-17.549-4.337=28.228\ \text{mmol}.$$

Your estimate of 32.56 mmol lacked the term $\tfrac32P=4.337$ mmol.

The protons can be counted in the same way. Oxidation releases $2(R-P)$, phosphorus deposition consumes $2P$, and hydrogen evolution consumes $2H$:

$$2(R-P)-2P-2H=2R-4P-(2R-2N-3P)=2N-P=32.21\ \text{mmol}.$$

The base supplied $6.4\times5.0=32.00$ mmol. This is a plausibility check and no more, since further dissociation of phosphite, protonation of the ligands and a drift in pH all change the demand for base. They do not change the electron balance.

**From gas volume to hydrogen**

I assume that the bath was swept and saturated with hydrogen at 25 °C before the run, which also removes oxygen, and that the whole cell was back at 25 °C when the burette was read. The gas is saturated with water vapour at the start and at the end, so its hydrogen pressure is $p-p_w$ both times. The gas already in the headspace then cancels, and the new hydrogen follows from the increase $\Delta V$ in total gas volume.

I also assume that the base was injected from outside the closed system. It then displaced 6.4 mL of gas into the burette, so $\Delta V=741.0-6.4=734.6$ mL. Base dosed from a pressure-equalised funnel inside the system displaces nothing; $H$ would then be 29.34 mmol and the final efficiency below 34.3 % in place of 34.5 %. For the vapour pressure I use the Antoine fit

$$\log_{10}(p_w/\text{mmHg})=8.07131-\frac{1730.63}{233.426+t},$$

with $t$ in °C, which gives 3.158 kPa at 25 °C (the more accurate value of 3.170 kPa lowers $H$ by only 0.004 mmol). Since 1 kPa mL is 1 mJ, the ideal-gas law gives mmol directly:

$$H=\frac{(p-p_w)\Delta V}{R_gT}=\frac{(101.3-3.158)\times734.6}{8.3145\times298.15}=29.083\ \text{mmol},$$

where $R_g$ is the gas constant.

**Do the two results agree?**

Write $k=1+\tfrac32\rho=1.247$, so that $N+\tfrac32P=kN$. Define the gap as collected minus predicted hydrogen:

$$g=H-R+kN=29.083-28.228=0.855\ \text{mmol}.$$

Whether this is large depends on the errors, which I take as independent. For the four quantities in $g$ they are:

- $\sigma_N=5/58.693=0.085$ mmol.
- $\sigma_\rho=(M_{\rm Ni}/M_{\rm P})\,\sigma_w/(1-w)^2=0.0045$, because the derivative of $w/(1-w)$ is $1/(1-w)^2$.
- $\sigma_R=\sqrt{(500.0\times0.001)^2+(506.4\times0.001)^2}=0.712$ mmol.
- $\sigma_H=0.212$ mmol. The volume contributes a relative error of $5/734.6=0.68$ %. A temperature error acts through $1/T$ and through the vapour pressure, whose slope from the fit is 0.19 kPa/K. The relative error is $0.5\times(1/298.15+0.19/98.14)=0.26$ %. The two are added in quadrature.

The derivatives of $g$ with respect to $N,\rho,R,H$ are $k,\ \tfrac32N,\ -1,\ 1$. To first order the variance of the gap is therefore

$$S=k^2\sigma_N^2+\left(\tfrac32N\right)^2\sigma_\rho^2+\sigma_R^2+\sigma_H^2 ,\qquad \sqrt S=0.76\ \text{mmol}.$$

The gap is 1.13 times its standard uncertainty, so the data are compatible. A ratio of three or more would have called for a search for a leak, a side reaction or a faulty titration. Adjusting such data would hide the fault.

**Reconciling the data**

The four quantities must satisfy $g=0$, and the measured ones do not quite do so. Change each $u_i$ by $\delta_i$, making the changes as small as possible relative to their errors: minimise $\sum_i\delta_i^2/\sigma_i^2$ subject to the linearised condition $g+\sum_ia_i\delta_i=0$, with $a_i=\partial g/\partial u_i$. With a Lagrange multiplier $2\lambda$, stationarity requires

$$\frac{2\delta_i}{\sigma_i^2}+2\lambda a_i=0\quad\Rightarrow\quad\delta_i=-\lambda\sigma_i^2a_i .$$

Inserting this in the condition gives $g-\lambda\sum_ia_i^2\sigma_i^2=g-\lambda S=0$, so $\lambda=g/S$ and

$$\delta_i=-\frac{\sigma_i^2a_i\,g}{S}.$$

Measured against its own uncertainty, a quantity moves most if its error contributes most to $S$. Here $R$ rises by $\sigma_R^2g/S=0.75$ mmol to 50.87 mmol, $H$ falls to 29.02 mmol, $N$ falls to 17.54 mmol and $\rho$ becomes 0.1640. The reconciled efficiency is

$$\hat\eta=\frac{17.54}{50.87}=34.5\ \% .$$

For its uncertainty, start from the titration result. The errors of $N$ and $R$ give

$$\sigma_\eta^2=\left(\frac{\sigma_N}{R}\right)^2+\left(\frac{N\sigma_R}{R^2}\right)^2,\qquad\sigma_\eta=0.53\ \text{percentage points}.$$

Let $d_i=\partial\eta/\partial u_i$. These derivatives are $1/R$ for $N$, $-N/R^2$ for $R$, and zero for $\rho$ and $H$. Reconciliation changes the efficiency by $\sum_id_i\delta_i=-Cg/S$, where

$$C=\sum_id_i\sigma_i^2a_i=\frac{k\sigma_N^2}{R}+\frac{N\sigma_R^2}{R^2}$$

is the covariance of $\eta$ and $g$. Hence

$$\operatorname{var}\hat\eta=\sigma_\eta^2-2\frac CS\,C+\frac{C^2}{S^2}\,S=\sigma_\eta^2-\frac{C^2}{S}.$$

The numbers give 0.19 percentage points. **Report $34.5\pm0.2$ %**, which replaces $35.0\pm0.5$ % from the titration alone, and state with it the assumptions made about the gas measurement: the $\pm0.2$ covers only the random errors listed. In workshop units this is $105.99/(58.693\times0.3447)=5.24$ g of sodium hypophosphite monohydrate per gram of nickel.

The improvement arises because $R$ is a difference of two large amounts, and its variance makes up 88 % of $S$. The balance also gives $R=kN+H$, so the gas yields an efficiency without any titration:

$$\eta_H=\frac{N}{kN+H}=\frac{17.549}{21.886+29.083}=34.4\ \% .$$

The reconciled value lies close to this one because the gas fixes $R$ better than the titrations do. That ranking belongs to these uncertainties; a sufficiently large leak in the gas line would reverse it.

**Where the reductant went**

Dividing $R=N+\tfrac32P+H$ by $R$ splits the reductant into shares. With the reconciled values,

$$1=\frac NR+\frac{3P}{2R}+\frac HR=34.5\,\%+8.5\,\%+57.0\,\% .$$

A different quantity is the electron efficiency, the fraction of released electrons that goes into the deposit:

$$\eta_e=\frac{2N+P}{2(R-P)}=1-\frac{H}{R-P}=39.5\ \% .$$

The second form follows from the electron balance, which gives $2N+P=2(R-P)-2H$. The two definitions differ by about five percentage points here, so an efficiency should always be quoted with its definition.

**How high could the efficiency be?**

Hold $\rho$ at its measured value. Since $H$ cannot be negative, $R\ge kN$, so

$$\eta\le\frac1{1+\frac32\rho}=80.2\ \% .$$

A lower ceiling needs an assumption about mechanism. Hypophosphite has two P–H bonds and phosphite has one. Suppose that the hydrogen atom freed from each oxidised ion always ends in H₂ and is never ionised to deliver its electron to nickel. Then $H\ge\tfrac12(R-P)$. Insert $H=R-kN$ and $P=\rho N$:

$$R-\left(1+\tfrac32\rho\right)N\ge\tfrac12R-\tfrac12\rho N\quad\Rightarrow\quad\tfrac12R\ge(1+\rho)N ,$$

$$\eta\le\frac1{2(1+\rho)}=42.9\ \% .$$

For a phosphorus-free deposit the two ceilings become 100 % and 50 %. Your 34.5 % lies below both, so it is consistent with the assumption but does not prove it.

**What could spoil the balance**

The gap's uncertainty of 0.76 mmol tells whether an effect could be noticed. It does not tell whether the effect matters: an error in $H$ shifts the reconciled efficiency by $C/S$, about 0.6 percentage points per mmol, so an unnoticed 0.3 mmol already moves it by its whole quoted uncertainty. These make $g$ too positive:

- Ignoring water vapour adds 0.94 mmol to $H$.
- Forgetting that the base displaced gas into the burette adds 0.25 mmol to $H$. Leaving the base out of $V_1$ as well would raise $R$ by 1.14 mmol and make $g$ too negative instead.
- Reading the burette while a 60 mL headspace is still at 88 °C adds 1.65 mmol through the headspace gas alone. Hot gas is thinner and contains much more water vapour, so the headspace holds less hydrogen, and the displaced part is counted as new. A bath that is still hot has also expanded, which pushes out more gas and makes the error larger.
- If 1 % of the final bath has evaporated without returning, the remaining hypophosphite is overestimated and $R$ is too small by 0.90 mmol. If that water ends in the burette liquid, the headspace has grown by 5 mL and $H$ reads 0.20 mmol low, which leaves a net 0.70 mmol in $g$.

These make $g$ too negative:

- A bath that starts free of dissolved gas can take up about 0.38 mmol of hydrogen, taking the rough solubility in pure water, 0.78 mmol/L at 1 atm. If it starts saturated with nitrogen, the nitrogen driven out makes up for most of this loss in the gas volume.
- A bath that starts saturated with air holds roughly 0.26 mmol/L of oxygen. Each O₂ takes four electrons, the equivalent of two H₂, so the dissolved oxygen alone can remove up to 0.26 mmol of hydrogen. A 60 mL headspace of air holds a further 0.50 mmol of O₂; if all of it were reduced, the gas reading would fall by 1.5 mmol, counting the oxygen itself.

Two effects are negligible here. Gas non-ideality, with a second virial coefficient of about 14.5 cm³/mol, changes $H$ by 0.02 mmol. An assumed 20 ppm by mass of hydrogen in the deposit accounts for 0.01 mmol.

The 1 % evaporation loss is about the size of your gap and has the right sign. That makes it a possible cause, not an established one, since random error alone is also enough to explain the gap. An error in the strength of the titrant, common to both titrations, would also break the assumption of independent errors: it changes $R$ by the same percentage.

**Comparison with a working bath**

The data are round values chosen to resemble a hot acid bath with a medium-phosphorus deposit. The starting hypophosphite corresponds to about 30 g/L of the monohydrate, and an efficiency near one third is roughly typical. The depletion is less typical: the run removes 35 mmol of nickel per litre, about a third of the content of a common bath with roughly 0.1 mol/L, without replenishment. The deposit's composition may then vary through its thickness, and $w$ must be its average. The balance still holds, because it uses totals.

A production tank is open, replenished and loses solution on the parts, so $R$ must include every addition and loss. For your numbers, an unnoticed 1 % evaporation alone would mean that the true titration efficiency is 34.4 %, not 35.0 %. Neutralising with carbonate would add carbon dioxide to the gas, and any other metal reduced into the deposit needs its own electron term.

Numbers in the example were calculated in double precision.
